# Kerker damping of a long-wave density residual in a metal: verification in Python

```python
# Result under test: the Kerker factor K(q) = q^2/(q^2 + q0^2), q = 2 pi/wavelength,
# reduces a density residual of wavelength 50 angstrom to 0.7 percent of its
# amplitude when q0 = 1.5 / angstrom, before the mixing parameter is applied.
# Residual = output density - input density of one self-consistency cycle.
# eps(q) = -(residual)/(density error) is the dielectric function of the cycle.
# Test bed: nonlinear Thomas-Fermi electron gas in a periodic cell, SI units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

ang = const.angstrom
e, eps0, hbar, me = const.e, const.epsilon_0, const.hbar, const.m_e
bohr = const.physical_constants["Bohr radius"][0]

wavelength = 50 * ang
q0 = 1.5 / ang
q = 2 * np.pi / wavelength


def kerker_factor(wavevector):
    return wavevector**2 / (wavevector**2 + q0**2)


K = kerker_factor(q)
assert round(100 * K, 1) == 0.7

# Finite-difference solution of (q0^2 - d2/dx2) u = -d2R/dx2, lengths in angstrom
points = 1000
step = 50.0 / points
x_fd = step * np.arange(points)
identity = np.eye(points)
second = (np.roll(identity, 1, 0) + np.roll(identity, -1, 0) - 2 * identity) / step**2
wave = np.cos(2 * np.pi * x_fd / 50.0)
smoothed = np.linalg.solve((q0 * ang)**2 * identity - second, -second @ wave)
K_fd = 2 * np.mean(smoothed * wave)
assert abs(K_fd / K - 1) < 2e-5  # second-order grid error is about 3e-6

# Real-space kernel: subtract the average over q0^2 exp(-q0 r)/(4 pi r)
ratio = q / q0
local_average = quad(lambda s: s * np.exp(-s) * np.sinc(ratio * s / np.pi),
                     0, np.inf, epsabs=1e-12, epsrel=1e-12)[0]
assert abs((1 - local_average) / K - 1) < 1e-6
half_wavelength = brentq(lambda w: kerker_factor(2 * np.pi / w) - 0.5, ang, 50 * ang,
                         xtol=1e-20)
assert abs(half_wavelength * q0 / (2 * np.pi) - 1) < 1e-8

# Electron gas of copper-like density (rough value)
n0 = 8.5e28
kF = (3 * np.pi**2 * n0)**(1 / 3)
EF = hbar**2 * kF**2 / (2 * me)
qTF = np.sqrt(4 * kF / (np.pi * bohr))
assert abs(3 * n0 * e**2 / (2 * eps0 * EF) / qTF**2 - 1) < 1e-7

N = 64
x = wavelength * np.arange(N) / N
q_grid = 2 * np.pi * np.fft.fftfreq(N, wavelength / N)
uniform = np.full(N, n0)


def exchange_potential(n):
    return -e**2 / (4 * np.pi * eps0) * (3 * n / np.pi)**(1 / 3)


def residual(n_in, background, exchange=False):
    """Output minus input density of one full nonlinear cycle."""
    charge = np.fft.fft(n_in - background)
    v = np.zeros(N, complex)
    v[1:] = e**2 / (eps0 * q_grid[1:]**2) * charge[1:]
    V = np.fft.ifft(v).real
    if exchange:
        V = V + exchange_potential(n_in) - exchange_potential(n0)
    V = V / EF
    mu = 1 + V.mean()
    for _ in range(8):  # Newton search for the neutral chemical potential
        assert np.all(mu > V)
        w = mu - V
        mu -= (np.mean(w**1.5) - 1) / (1.5 * np.mean(np.sqrt(w)))
    assert np.all(mu > V)
    return n0 * (mu - V)**1.5 - n_in


def precondition(field):
    return np.fft.ifft(kerker_factor(q_grid) * np.fft.fft(field)).real


def amplitude(field, m=1):
    return 2 * np.fft.fft(field)[m].real / N


# Dielectric function measured on the nonlinear map, for 30 wavelengths
products = []
for m in range(1, 31):
    error = 1e-6 * n0 * np.cos(m * q * x)
    R = residual(n0 + error, uniform)
    measured = -amplitude(R, m) / amplitude(error, m)
    assert abs(measured / (1 + (qTF / (m * q))**2) - 1) < 1e-5
    products.append(-amplitude(precondition(R), m) / amplitude(error, m))
    if m == 1:
        eps = measured
products = np.array(products)
assert np.all(products > 1) and np.all(products < (qTF / q0)**2)
assert np.all(np.diff(products) < 0)

# Stability limits: decay just below, growth just above
limit_plain = 2 / eps
limit_kerker = 2 / products[0]


def error_ratio(A, use_kerker, steps=20):
    n = n0 * (1 + 1e-7 * np.cos(q * x))
    start = amplitude(n - n0)
    for _ in range(steps):
        R = residual(n, uniform)
        n = n + A * (precondition(R) if use_kerker else R)
    return abs(amplitude(n - n0) / start)


for limit, flag in ((limit_plain, False), (limit_kerker, True)):
    below, above = error_ratio(0.9 * limit, flag), error_ratio(1.1 * limit, flag)
    assert below < 1 < above
    assert abs(below / 0.8**20 - 1) < 1e-2 and abs(above / 1.2**20 - 1) < 1e-2

# Nonlinear self-consistency run from a uniform starting density
long_part, short_part, short_m = 0.001, 0.01, 20
background = n0 * (1 + long_part * np.cos(q * x) + short_part * np.cos(short_m * q * x))
A_kerker, A_plain = 0.7, 1 / eps


def converge(A, use_kerker):
    n = uniform.copy()
    for count in range(10000):
        R = residual(n, background)
        if np.max(np.abs(R)) < 1e-8 * n0:
            return n, count
        n = n + A * (precondition(R) if use_kerker else R)
    raise AssertionError("no convergence")


n_kerker, count_kerker = converge(A_kerker, True)
n_plain, count_plain = converge(A_plain, False)
assert np.max(np.abs(n_kerker - n_plain)) < 1e-7 * n0
assert count_kerker < count_plain
first = residual(uniform, background)
first_long = amplitude(first)
after_long = amplitude(precondition(first))
assert abs(after_long / first_long / K_fd - 1) < 2e-5
needed = amplitude(n_kerker - uniform)

# Finite-q response of the free gas relative to its long-wave limit
z = q / (2 * kF)
lindhard = quad(lambda t: t * np.log(abs((t + z) / (t - z))), 0, 1, points=[z],
                epsabs=1e-13, epsrel=1e-11, limit=200)[0] / (2 * z)
closed = 0.5 + (1 - z**2) / (4 * z) * np.log((1 + z) / (1 - z))
assert abs(lindhard - closed) < 1e-8

# Thermal loss of response at fixed density, checked by Fermi integrals
t_test = 0.02


def fermi_integral(power, mu):
    return quad(lambda u: u**power * expit((mu - u * u) / t_test), 0, 2,
                points=[1], epsabs=1e-13, epsrel=1e-12, limit=200)[0]


mu_test = brentq(lambda mu: fermi_integral(2, mu) - 1 / 3, 0.9, 1.1, xtol=1e-14)
loss_test = 1 - fermi_integral(0, mu_test)
assert abs(loss_test / (np.pi**2 / 12 * t_test**2) - 1) < 0.02
thermal_loss = np.pi**2 / 12 * (const.k * 300 / EF)**2

# Local exchange changes eps by a constant
error = 1e-6 * n0 * np.cos(q * x)
eps_exchange = -amplitude(residual(n0 + error, uniform, True)) / amplitude(error)
exchange_shift = eps_exchange - eps
assert abs(exchange_shift - exchange_potential(n0) / (2 * EF)) < 1e-3

# Rough assumed values for d-shell polarisation and density of states
shell_permittivity, dos_factor = 5.0, 1.2
eps_rough = shell_permittivity + dos_factor * (qTF / q)**2
factor_rough = 1 - A_kerker * K * eps_rough
assert abs(factor_rough) < 1

# Semiconductor region, permittivity roughly that of silicon
eps_semi = 12.0
factor_semi = 1 - A_kerker * K * eps_semi
left, steps_semi = 1.0, 0
while left > 0.1:
    left *= factor_semi
    steps_semi += 1

cm3 = 1e-6
print(f"Kerker wavevector q0: {q0*ang:.2f} 1/angstrom")
print(f"residual wavelength: {wavelength/ang:.1f} angstrom")
print(f"residual wavevector q: {q*ang:.5f} 1/angstrom")
print(f"q squared: {(q*ang)**2:.6f} 1/angstrom^2")
print(f"q0 squared: {(q0*ang)**2:.4f} 1/angstrom^2")
print(f"Kerker factor K: {K:.6f} = {100*K:.3f} percent")
print(f"K from finite differences: {100*K_fd:.4f} percent")
print(f"local average of the wave: {local_average:.6f} of its amplitude")
print(f"long-wave estimate (q/q0)^2: {100*ratio**2:.3f} percent")
print(f"wavelength with K = 1/2: {half_wavelength/ang:.3f} angstrom")
print(f"electron density (rough, copper): {n0*cm3:.2e} cm^-3")
print(f"Fermi wavevector: {kF*ang:.3f} 1/angstrom")
print(f"Fermi energy: {EF/e:.3f} eV")
print(f"Thomas-Fermi wavevector: {qTF*ang:.3f} 1/angstrom")
print(f"eps at 50 angstrom, measured on map: {eps:.2f}")
print(f"K*eps at 50 angstrom: {products[0]:.4f}")
print(f"K*eps at {50/30:.2f} angstrom: {products[-1]:.4f}")
print(f"upper bound (qTF/q0)^2: {(qTF/q0)**2:.4f}")
print(f"largest stable A, plain: {limit_plain:.5f}")
print(f"largest stable A, Kerker: {limit_kerker:.4f}")
print(f"background wave, 50 angstrom: {long_part*n0*cm3:.3e} cm^-3")
print(f"background wave, {50/short_m:.1f} angstrom: {short_part*n0*cm3:.3e} cm^-3")
print(f"K at {50/short_m:.1f} angstrom: {kerker_factor(short_m*q):.4f}")
print(f"first residual, 50 angstrom part: {first_long*cm3:.3e} cm^-3")
print(f"the same after Kerker: {after_long*cm3:.3e} cm^-3")
print(f"the same after A: {A_kerker*after_long*cm3:.3e} cm^-3")
print(f"change really needed: {needed*cm3:.3e} cm^-3")
print(f"A with Kerker: {A_kerker:.2f}; A plain: {A_plain:.5f}")
print("convergence threshold: max residual / mean density = 1e-8")
print(f"iterations with Kerker: {count_kerker}")
print(f"iterations with plain mixing: {count_plain}")
print(f"error factor per step, Kerker, 50 angstrom: {1-A_kerker*products[0]:.4f}")
print(f"error factor per step, plain at A=0.7: {1-A_kerker*eps:.1f}")
print(f"finite-q loss of response: {100*(1-lindhard):.4f} percent")
print(f"thermal loss of response, 300 K: {100*thermal_loss:.5f} percent")
print(f"exchange shift of eps: {exchange_shift:.3f}")
print(f"exchange shift relative to eps: {100*exchange_shift/eps:.3f} percent")
print(f"assumed d-shell permittivity (rough): {shell_permittivity:.1f}")
print(f"assumed density-of-states factor (rough): {dos_factor:.1f}")
print(f"eps with both: {eps_rough:.1f}; K*eps: {K*eps_rough:.3f}")
print(f"error factor per step with both: {factor_rough:.3f}")
print(f"semiconductor permittivity (rough, silicon): {eps_semi:.1f}")
print(f"proper reduction there, 1/eps: {100/eps_semi:.2f} percent")
print(f"error factor per step there: {factor_semi:.4f}")
print(f"steps there for a tenfold smaller error: {steps_semi}")
print("all good")
```

Output:

```
Kerker wavevector q0: 1.50 1/angstrom
residual wavelength: 50.0 angstrom
residual wavevector q: 0.12566 1/angstrom
q squared: 0.015791 1/angstrom^2
q0 squared: 2.2500 1/angstrom^2
Kerker factor K: 0.006969 = 0.697 percent
K from finite differences: 0.6969 percent
local average of the wave: 0.993031 of its amplitude
long-wave estimate (q/q0)^2: 0.702 percent
wavelength with K = 1/2: 4.189 angstrom
electron density (rough, copper): 8.50e+22 cm^-3
Fermi wavevector: 1.360 1/angstrom
Fermi energy: 7.049 eV
Thomas-Fermi wavevector: 1.809 1/angstrom
eps at 50 angstrom, measured on map: 208.25
K*eps at 50 angstrom: 1.4514
K*eps at 1.67 angstrom: 1.0621
upper bound (qTF/q0)^2: 1.4546
largest stable A, plain: 0.00960
largest stable A, Kerker: 1.3780
background wave, 50 angstrom: 8.500e+19 cm^-3
background wave, 2.5 angstrom: 8.500e+20 cm^-3
K at 2.5 angstrom: 0.7374
first residual, 50 angstrom part: 1.758e+22 cm^-3
the same after Kerker: 1.226e+20 cm^-3
the same after A: 8.579e+19 cm^-3
change really needed: 8.459e+19 cm^-3
A with Kerker: 0.70; A plain: 0.00480
convergence threshold: max residual / mean density = 1e-8
iterations with Kerker: 9
iterations with plain mixing: 1800
error factor per step, Kerker, 50 angstrom: -0.0160
error factor per step, plain at A=0.7: -144.8
finite-q loss of response: 0.0712 percent
thermal loss of response, 300 K: 0.00111 percent
exchange shift of eps: -0.442
exchange shift relative to eps: -0.212 percent
assumed d-shell permittivity (rough): 5.0
assumed density-of-states factor (rough): 1.2
eps with both: 253.7; K*eps: 1.768
error factor per step with both: -0.238
semiconductor permittivity (rough, silicon): 12.0
proper reduction there, 1/eps: 8.33 percent
error factor per step there: 0.9415
steps there for a tenfold smaller error: 39
all good
```
